**Electron-temperature overshoot at constant absorbed power**

The program studies a volume-averaged plasma with electron density n, temperature T, absorbed power density P, net growth rate G(T) and loss per electron L(T). In this model, a start below both the steady density and the steady temperature must overshoot, and at the peak L(T) = P/n. The program integrates the particle and energy balances directly and asserts the crossing-time bound, the peak relation, the temperature ceiling and the return from above. Separate assertions compare the collision rates and wall terms with quadrature, and the relaxation rates with a finite-difference Jacobian. For the model gas, T rises to 5.73 eV at 0.26 µs, against a steady value of 2.78 eV, while the density has grown by only 18 %. Control runs show no overshoot at fixed power per electron or from twice the steady density, and no fall in temperature when the density is held fixed. A 20 µs power ramp lowers the peak to 3.70 eV.

## Check in Python

```python
"""Electron-temperature overshoot when constant power enters a thin plasma.

Result under test: with n = electron density, T = electron temperature (energy),
P = absorbed power density, G = net growth rate, L = loss per electron,
    dn/dt = n G(T),   (3/2) dT/dt = P/n - L(T),
a start with n0 < n_steady and T0 < T_steady must overshoot T_steady.
The peak obeys L(T_peak)/L(T_steady) = n_steady/n_peak.
The simulation integrates density n and energy density W = 3nT/2 directly.
Units: eV, angstrom (A), microsecond (us). The gas is a model gas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

# Round model parameters
E_ION, E_EXC = 16.0, 12.0                  # thresholds, eV
S_ION, S_EXC, S_EL = 3.0, 1.0, 10.0        # cross-section scales, A^2
MASS = 7.0e4                               # ion mass / electron mass
GAS = 5.0e-10                              # gas density, A^-3
DEPTH = 5.0e8                              # volume / effective wall area, A
POWER = 3.0e-13                            # eV A^-3 us^-1
N0, T0 = 5.0e-15, 0.1                      # residual density A^-3, temperature eV
T_END = 200.0                              # us
RAMP = 20.0                                # power ramp for a control run, us

REST = const.m_e * const.c**2 / const.e    # electron rest energy, eV
LIGHT = const.c * 1e10 / 1e6               # speed of light, A/us


def mean_speed(T):
    return LIGHT * np.sqrt(8 * T / (np.pi * REST))


def nu_ion(T):
    return GAS * S_ION * mean_speed(T) * np.exp(-E_ION / T)


def nu_exc(T):
    return GAS * S_EXC * mean_speed(T) * np.exp(-E_EXC / T)


def elastic(T):
    return 4 * GAS * S_EL * mean_speed(T) * T / MASS


def nu_wall(T):
    return LIGHT * np.sqrt(T / (MASS * REST)) / DEPTH


SHEATH = 0.5 * np.log(MASS / (2 * np.pi))  # sheath drop / T
WALL = 2.5 + SHEATH                        # energy per lost pair / T


def growth(T):
    return nu_ion(T) - nu_wall(T)


def loss(T):
    return (nu_ion(T) * (E_ION + 1.5 * T) + nu_exc(T) * E_EXC + elastic(T)
            + nu_wall(T) * (WALL - 1.5) * T)


# Maxwell averages from their defining integrals
def maxwell_average(func, T, low=0.0):
    def integrand(E):
        weight = 2 / np.sqrt(np.pi) * T**-1.5 * np.sqrt(E) * np.exp(-E / T)
        return weight * LIGHT * np.sqrt(2 * E / REST) * func(E)
    return quad(integrand, low, low + 50 * T, epsabs=0, epsrel=1e-10, limit=200)[0]


for T in (2.0, 6.0):
    ion = GAS * maxwell_average(lambda E: S_ION * (1 - E_ION / E), T, E_ION)
    exc = GAS * maxwell_average(lambda E: S_EXC * (1 - E_EXC / E), T, E_EXC)
    rec = GAS * maxwell_average(lambda E: S_EL * 2 * E / MASS, T)
    assert np.isclose(ion, nu_ion(T), rtol=1e-7)
    assert np.isclose(exc, nu_exc(T), rtol=1e-7)
    assert np.isclose(rec, elastic(T), rtol=1e-7)

# Electrons passing the sheath barrier, in units T = electron mass = 1
v_min = np.sqrt(2 * SHEATH)
flux = quad(lambda v: v * np.exp(-v * v / 2) / np.sqrt(2 * np.pi),
            v_min, v_min + 12, epsabs=0)[0]
carried = quad(lambda v: v * (v * v / 2 + 1) * np.exp(-v * v / 2)
               / np.sqrt(2 * np.pi), v_min, v_min + 12, epsabs=0)[0]
assert np.isclose(flux, np.sqrt(1 / MASS), rtol=1e-7)
assert np.isclose(carried / flux + 0.5, WALL, rtol=1e-7)   # 0.5: presheath


# Particle and energy balances, written channel by channel
def balances(t, state, power, newborn=True):
    n, W = state
    T = W / (1.5 * n)
    dn = n * (nu_ion(T) - nu_wall(T)) if newborn else 0.0
    spent = (nu_ion(T) * E_ION + nu_exc(T) * E_EXC + elastic(T)
             + nu_wall(T) * WALL * T)
    return [dn, power(t, n) - n * spent]


times = np.concatenate(([0.0], np.geomspace(1e-4, T_END, 40001)))


def constant_power(t, n):
    return POWER


def simulate(n_start, power=constant_power, newborn=True):
    run = solve_ivp(balances, (0, T_END), [n_start, 1.5 * n_start * T0],
                    method="LSODA", args=(power, newborn), rtol=1e-10,
                    atol=1e-26, dense_output=True)
    assert run.success
    n, W = run.sol(times)
    return n, W / (1.5 * n)


T_ss = E_ION / np.log(GAS * S_ION * DEPTH * np.sqrt(8 * MASS / np.pi))
L_ss = loss(T_ss)
n_ss = POWER / L_ss
assert N0 < n_ss and T0 < T_ss
T_scan = np.linspace(0.1, 60, 3000)
assert np.all(np.diff(loss(T_scan)) > 0)


def balance_temperature(n):
    return brentq(lambda T: loss(T) - POWER / n, 0.05, 500)


# Main run
n, T = simulate(N0)
assert abs(T[-1] - T_ss) < 1e-3 and abs(n[-1] / n_ss - 1) < 1e-2
cross = int(np.argmax(T > T_ss))
t_cross = np.interp(T_ss, T[cross - 1:cross + 1], times[cross - 1:cross + 1])
t_free = 1.5 * (T_ss - T0) * N0 / POWER
t_bound = 1.5 * (T_ss - T0) / (POWER / N0 - L_ss)
assert t_cross < t_bound and abs(t_cross / t_free - 1) < 0.05
stored = 1.5 * (n[cross] * T[cross] - N0 * T0) / (POWER * times[cross])
assert stored > 0.95

peak = int(np.argmax(T))
T_pk, n_pk, t_pk = T[peak], n[peak], times[peak]
# The time grid locates the flat maximum to a part in a few thousand.
assert np.isclose(loss(T_pk) / L_ss, n_ss / n_pk, rtol=5e-3)
T_ceiling = balance_temperature(n.min())
assert T_ss < T_pk < T_ceiling
assert np.all(T[cross:] > T_ss - 1e-5)

# Recovery: simulated time against the slow-following approximation
i90 = int(np.argmax(n > 0.9 * n_ss))
t_recover = times[i90] - t_pk
t_slow = quad(lambda x: 1 / growth(balance_temperature(np.exp(x))),
              np.log(n_pk), np.log(0.9 * n_ss))[0]
assert abs(t_slow / t_recover - 1) < 0.10   # neglects the finite lag of T

# Relaxation rates: Jacobian of the balances against the quadratic
point = np.array([n_ss, 1.5 * n_ss * T_ss])
jac = np.zeros((2, 2))
for k in range(2):
    step = np.zeros(2)
    step[k] = 1e-5 * point[k]
    up = np.array(balances(0, point + step, constant_power))
    down = np.array(balances(0, point - step, constant_power))
    jac[:, k] = (up - down) / (2 * step[k])
rates = np.sort(np.linalg.eigvals(jac))
L_slope = (loss(T_ss + 1e-4) - loss(T_ss - 1e-4)) / 2e-4
G_slope = nu_wall(T_ss) * E_ION / T_ss**2
roots = np.sort(np.roots([1, 2 * L_slope / 3, 2 * L_ss * G_slope / 3]))
assert np.all(np.isreal(rates)) and np.all(rates.real < 0)
assert np.allclose(rates, roots, rtol=1e-4)

# Causal controls
_, T_frozen = simulate(N0, newborn=False)
assert T_frozen[-1] > T_pk and T_frozen[-1] > T_frozen.max() - 1e-5
_, T_per = simulate(N0, power=lambda t, dens: dens * L_ss)
assert T_per.max() < T_ss + 1e-5
_, T_dense = simulate(2 * n_ss)
assert T_dense.max() < T_ss + 1e-5
_, T_ramp = simulate(N0, power=lambda t, dens: POWER * min(t / RAMP, 1.0))
assert T_ss < T_ramp.max() < T_pk
_, T_double = simulate(2 * N0, power=lambda t, dens: 2 * POWER)
assert abs(T_double.max() - T_pk) < 1e-4

ratios = (0.5, 0.2, 0.05, 0.01)
peaks = [simulate(r * n_ss)[1].max() for r in ratios]
assert np.all(np.diff(peaks) > 0) and peaks[0] > T_ss

print(f"ionization, excitation thresholds: {E_ION:.1f}, {E_EXC:.1f} eV")
print(f"ion., exc., elastic cross sections: {S_ION}, {S_EXC}, {S_EL} A^2")
print(f"ion mass: {MASS:.0f} electron masses")
print(f"gas density: {GAS:.2e} A^-3")
print(f"volume / effective wall area: {DEPTH:.2e} A")
print(f"absorbed power density: {POWER:.2e} eV A^-3 us^-1")
print(f"residual density: {N0:.2e} A^-3")
print(f"residual temperature: {T0:.2f} eV")
print(f"sheath drop / T: {SHEATH:.3f}")
print(f"wall energy per pair / T: {WALL:.3f}")
print(f"steady temperature: {T_ss:.3f} eV")
print(f"steady wall-loss rate: {nu_wall(T_ss):.4f} us^-1")
print(f"steady energy cost per pair: {L_ss / nu_wall(T_ss):.2f} eV")
print(f"steady power per electron: {L_ss:.3f} eV/us")
print(f"steady density: {n_ss:.3e} A^-3 = {n_ss * 1e24:.3e} cm^-3")
print(f"residual / steady density: {N0 / n_ss:.4f}")
print(f"initial power per electron: {POWER / N0:.2f} eV/us")
print(f"crossing time, simulated: {t_cross:.4f} us")
print(f"crossing time, loss-free estimate: {t_free:.4f} us")
print(f"crossing time, upper bound: {t_bound:.4f} us")
print(f"absorbed energy stored as heat at crossing: {100 * stored:.1f} %")
print(f"minimum density / residual density: {n.min() / N0:.5f}")
print(f"peak temperature: {T_pk:.3f} eV = {T_pk * const.e / const.k:.3e} K")
print(f"peak / steady temperature: {T_pk / T_ss:.3f}")
print(f"time of peak: {t_pk:.3f} us")
print(f"density at peak: {n_pk:.3e} A^-3")
print(f"density at peak / residual density: {n_pk / N0:.3f}")
print(f"steady density / density at peak: {n_ss / n_pk:.3f}")
print(f"loss at peak / steady loss, per electron: {loss(T_pk) / L_ss:.3f}")
print(f"temperature ceiling: {T_ceiling:.3f} eV")
print(f"ionization rate at peak: {nu_ion(T_pk):.3f} us^-1")
share = nu_ion(T_pk) * (E_ION + 1.5 * T_pk) / loss(T_pk)
print(f"power share, ionizing and warming newborns at peak: {100 * share:.1f} %")
print(f"power share, excitation at peak: "
      f"{100 * nu_exc(T_pk) * E_EXC / loss(T_pk):.1f} %")
print(f"peak to 90 % steady density, simulated: {t_recover:.2f} us")
print(f"peak to 90 % steady density, slow-following: {t_slow:.2f} us")
print(f"fast relaxation time near steady state: {-1 / rates[0].real:.4f} us")
print(f"slow relaxation time near steady state: {-1 / rates[1].real:.2f} us")
print(f"control, newborns removed, final T: {T_frozen[-1]:.3f} eV")
print(f"control, fixed power per electron, max T: {T_per.max():.3f} eV")
print(f"control, twice steady density, max T: {T_dense.max():.3f} eV")
print(f"control, {RAMP:.0f} us power ramp, max T: {T_ramp.max():.3f} eV")
print(f"control, power and residual density doubled: {T_double.max():.3f} eV")
for r, p in zip(ratios, peaks):
    print(f"peak T for residual/steady density {r:.2f}: {p:.3f} eV")
print("all good")
```

Output:

```
ionization, excitation thresholds: 16.0, 12.0 eV
ion., exc., elastic cross sections: 3.0, 1.0, 10.0 A^2
ion mass: 70000 electron masses
gas density: 5.00e-10 A^-3
volume / effective wall area: 5.00e+08 A
absorbed power density: 3.00e-13 eV A^-3 us^-1
residual density: 5.00e-15 A^-3
residual temperature: 0.10 eV
sheath drop / T: 4.659
wall energy per pair / T: 7.159
steady temperature: 2.779 eV
steady wall-loss rate: 0.0528 us^-1
steady energy cost per pair: 52.94 eV
steady power per electron: 2.797 eV/us
steady density: 1.072e-13 A^-3 = 1.072e+11 cm^-3
residual / steady density: 0.0466
initial power per electron: 60.00 eV/us
crossing time, simulated: 0.0676 us
crossing time, loss-free estimate: 0.0670 us
crossing time, upper bound: 0.0702 us
absorbed energy stored as heat at crossing: 98.8 %
minimum density / residual density: 0.99801
peak temperature: 5.734 eV = 6.654e+04 K
peak / steady temperature: 2.064
time of peak: 0.259 us
density at peak: 5.922e-15 A^-3
density at peak / residual density: 1.184
steady density / density at peak: 18.109
loss at peak / steady loss, per electron: 18.110
temperature ceiling: 6.045 eV
ionization rate at peak: 1.476 us^-1
power share, ionizing and warming newborns at peak: 71.7 %
power share, excitation at peak: 23.4 %
peak to 90 % steady density, simulated: 29.98 us
peak to 90 % steady density, slow-following: 30.93 us
fast relaxation time near steady state: 0.3429 us
slow relaxation time near steady state: 14.28 us
control, newborns removed, final T: 6.723 eV
control, fixed power per electron, max T: 2.779 eV
control, twice steady density, max T: 2.779 eV
control, 20 us power ramp, max T: 3.699 eV
control, power and residual density doubled: 5.734 eV
peak T for residual/steady density 0.50: 3.233 eV
peak T for residual/steady density 0.20: 3.952 eV
peak T for residual/steady density 0.05: 5.622 eV
peak T for residual/steady density 0.01: 9.445 eV
all good
```
